# Why Wurtzite Spins Split In-Plane but Not Along c

**Symmetry fixes the form**

Take a nonmagnetic wurtzite crystal with its c axis along \(z\), and the s-like conduction level at the zone centre \(\Gamma\). Its two states transform under the crystal symmetries like the two states of a spin one-half. Close to \(\Gamma\), with other bands well separated in energy, the pair is described by a two-by-two Hamiltonian,

\[
H(\mathbf k)=E_0(\mathbf k)+\boldsymbol\Omega(\mathbf k)\cdot\boldsymbol\sigma .
\]

Any such Hermitian matrix can be written in this way. The real vector \(\boldsymbol\Omega\) acts like a magnetic field that depends on wavevector. The two energies are \(E_0\pm|\boldsymbol\Omega|\), so the splitting is \(2|\boldsymbol\Omega|\).

Time reversal \(T\) reverses both wavevector and spin. Therefore

\[
\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k).
\]

There is no splitting at \(\mathbf k=0\), and a power series of \(\boldsymbol\Omega\) contains only odd powers. The first candidate is linear.

A spatial operation \(g\) takes \(\mathbf k\) to \(g\mathbf k\). Spin is an axial vector: it turns with a rotation but gains an extra sign under a reflection. Invariance of the crystal thus requires

\[
\boldsymbol\Omega(g\mathbf k)=\det(g)\,g\,\boldsymbol\Omega(\mathbf k).
\]

The group \(C_{6v}\) contains sixfold rotations about \(z\) and vertical mirrors. Let \(M_x\) reverse \(x\) and \(M_y\) reverse \(y\). The condition above becomes

\[
M_x:\ \boldsymbol\Omega(-k_x,k_y,k_z)=(\Omega_x,-\Omega_y,-\Omega_z),
\]
\[
M_y:\ \boldsymbol\Omega(k_x,-k_y,k_z)=(-\Omega_x,\Omega_y,-\Omega_z),
\]

with the components on the right evaluated at \((k_x,k_y,k_z)\).

From the two lines, \(\Omega_x\) is even in \(k_x\) and odd in \(k_y\), so its linear part is \(pk_y\). Likewise \(\Omega_y\) is odd in \(k_x\) and even in \(k_y\), so its linear part is \(qk_x\). The component \(\Omega_z\) must be odd in both, which no linear term can be.

The sixfold rotation relates \(p\) and \(q\). The matrix taking \((k_x,k_y)\) to \((\Omega_x,\Omega_y)\) must commute with the rotation, hence with its antisymmetric part \(J\):

\[
A=\begin{pmatrix}0&p\\q&0\end{pmatrix},\quad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\]
\[
AJ=\begin{pmatrix}p&0\\0&-q\end{pmatrix},\quad
JA=\begin{pmatrix}-q&0\\0&p\end{pmatrix}.
\]

Equality gives \(q=-p\). With \(p=\alpha\), the linear Hamiltonian is

\[
H_1=\alpha(k_y\sigma_x-k_x\sigma_y).
\]

The mirrors matter here. Rotations alone would also allow \(k_x\sigma_x+k_y\sigma_y\) and \(k_z\sigma_z\), since both are unchanged by any rotation about \(z\). The second of these would split the spins along the c axis.

**The solvable model**

Use atomic units, \(\hbar=m_e=e=1\), and a parabolic band of mass \(m\):

\[
H=\frac{k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y).
\]

Different Pauli matrices anticommute and each squares to one, so the cross terms cancel in

\[
(k_y\sigma_x-k_x\sigma_y)^2=k_x^2+k_y^2\equiv k_\parallel^2 .
\]

The bracket has eigenvalues \(\pm k_\parallel\), and

\[
E_\pm=\frac{k^2}{2m}\pm|\alpha|k_\parallel,\qquad
\Delta E=2|\alpha|k_\parallel=2|\alpha|k\sin\theta,
\]

where \(\theta\) is the angle between \(\mathbf k\) and c. The spins point along or against \((k_y,-k_x,0)\), perpendicular to the in-plane wavevector. The sign of \(\alpha\) decides which sense of circulation has the higher energy; it does not alter the splitting.

**Why the axis is protected beyond the linear term**

The model gives zero splitting at \(\theta=0\), but a linear calculation cannot exclude a term in \(k_z^3\). The mirrors can. At \(\mathbf k=(0,0,k_z)\) both leave the wavevector unchanged, so the mirror conditions relate \(\boldsymbol\Omega\) to itself. From \(M_x\), \(\Omega_y=\Omega_z=0\). From \(M_y\), \(\Omega_x=0\). Hence \(\boldsymbol\Omega(0,0,k_z)=0\) without any expansion in \(k_z\).

The same protection holds for every band. In wurtzite one of these mirrors is a glide: it reflects and also shifts the crystal by \(c/2\) along \(z\). Take \(M_y\) as the glide, with the origin on the line where the two planes meet. Neither reflection changes \(z\), so the shift is the same whichever operation acts first. On spin the two act as \(-i\sigma_x\) and \(-i\sigma_y\), which anticommute. Therefore

\[
M_xM_y=-M_yM_x .
\]

Let \(\psi\) be a state on the axis with \(M_x\psi=\mu_x\psi\). Two reflections turn a spin one-half by a full turn, so \(M_x^2=-1\) and \(\mu_x=\pm i\). Then

\[
M_x(M_y\psi)=-M_yM_x\psi=-\mu_x(M_y\psi).
\]

The state \(M_y\psi\) has the same energy and the same \(k_z\), but the opposite mirror eigenvalue. It is orthogonal to \(\psi\), and the level is at least doubly degenerate.

Time reversal was not used. By itself it connects \(k_z\) to \(-k_z\), which does not make two states at the same \(k_z\) degenerate when \(0<|k_z|<\pi/c\). At the zone boundary \(k_z=\pi/c\) the two wavevectors are equivalent, and there time reversal alone does give a degenerate pair. A magnetization along c does remove the protection, because it is an axial vector and vertical mirrors reverse it. What fails in that case is the mirror symmetry.

For an in-plane wavevector the argument loses its premise. At \((k_x,0,0)\), \(M_y\) preserves the wavevector but \(M_x\) reverses it. One mirror labels the two spin states without making their energies equal.

The combination \(C_2T\), a half-turn about \(z\) followed by time reversal, does preserve each wavevector with \(k_z=0\). On a spin one-half \(C_2^2=-1\) and \(T^2=-1\), and the two commute, so

\[
(C_2T)^2=C_2^2T^2=+1 .
\]

The half-turn of wurtzite also shifts by \(c/2\), but the resulting phase is one at \(k_z=0\). Kramers' argument for a partner state needs a square of \(-1\), so \(C_2T\) does not enforce degeneracy. It does constrain the spin direction. The half-turn gives \(\Omega_z(-\mathbf k_\parallel,0)=\Omega_z(\mathbf k_\parallel,0)\), while time reversal gives the opposite sign, so \(\Omega_z=0\) throughout the plane \(k_z=0\).

**What time reversal does away from the axis**

At second order \(C_{6v}\) alone would permit \(k_z(k_y\sigma_x-k_x\sigma_y)\). Time reversal removes it, because it is even in \(\mathbf k\) and odd in spin. At third order two terms survive:

\[
H_3=\gamma(bk_z^2-k_\parallel^2)(k_y\sigma_x-k_x\sigma_y).
\]

Both vanish on the c axis, as they must.

A \(\sigma_z\) term comes much later. \(\Omega_z\) must be unchanged by sixfold rotation and odd under every vertical mirror. Its lowest in-plane form is \(k_\parallel^6\sin6\phi\), where \(\phi\) is the azimuth measured from a mirror plane. This is even in \(\mathbf k\), so time reversal demands another factor \(k_z\). The first allowed term is therefore of seventh order.

Symmetry says where splitting must vanish, but does not forbid accidental zeros elsewhere. If \(\alpha\) and \(\gamma\) have the same sign, the cubic model gives zero splitting in the plane \(k_z=0\) at \(k_\parallel=\sqrt{\alpha/\gamma}\), provided that this wavevector is small enough for the expansion to hold. The full ring of zeros belongs to the cubic model only. In the plane \(k_z=0\) the vector \(\boldsymbol\Omega\) has two components, and a mirror removes one of them only along mirror directions. Higher-order terms therefore leave the zero along those directions and lift it in between. In the lattice model below, with the polar coupling reduced to 0.1 eV, the splitting near \(k_\parallel=0.17\) inverse angstrom falls to rounding error at 0 and 30 degrees from \(x\), but only to about \(2\times10^{-6}\) eV at 15 degrees.

**What makes the coefficient nonzero**

Symmetry permits \(\alpha\); a microscopic mechanism must supply it. Consider one s orbital and three p orbitals separated by an energy \(D=E_s-E_p\). Let a polar crystal field couple s to \(p_z\) with strength \(F\), and let spin-orbit coupling be \(\lambda\mathbf L\cdot\boldsymbol\sigma\). With real orbitals, time reversal makes the linear wavevector coupling imaginary:

\[
\langle s|H_k|p_j\rangle=iPk_j .
\]

The orbital angular momentum acts as \(L_x|p_z\rangle=-i|p_y\rangle\), \(L_y|p_z\rangle=i|p_x\rangle\) and \(L_z|p_z\rangle=0\). Hence

\[
\lambda\mathbf L\cdot\boldsymbol\sigma|p_z\rangle
=\lambda(-i\sigma_x|p_y\rangle+i\sigma_y|p_x\rangle).
\]

Follow the path from s to \(p_z\) by the polar field, to an in-plane p orbital by spin-orbit coupling, and back to s by motion. Third-order perturbation theory gives

\[
\frac{F\lambda}{D^2}\left[(-i\sigma_x)(iPk_y)+(i\sigma_y)(iPk_x)\right]
=\frac{F\lambda P}{D^2}(k_y\sigma_x-k_x\sigma_y).
\]

The reversed path is the Hermitian conjugate and contributes the same amount. Thus, at leading order in this one-site model,

\[
\alpha=\frac{2F\lambda P}{D^2}.
\]

Polar mixing and spin-orbit coupling are both needed. In a crystal with two kinds of atom there are several such contributions, and they may have different signs.

A lattice calculation tests this reasoning with round parameters. It has two cations and two anions per cell, each with one s and three p orbitals, hence 32 states with spin. The ideal lattice has \(a=3.20\) and \(c=5.226\) angstrom. The s, p and \(\lambda\) values are 1, 9 and 0.02 eV on cations, and \(-12\), 0 and 0.01 eV on anions. Nearest-neighbour hoppings for ss, sp, pp-sigma and pp-pi bonds are \(-1.5\), 2.5, 4 and \(-1\) eV. An on-site coupling of 1 eV between s and \(p_z\) represents the polar field.

The gap at \(\Gamma\) is 4.06 eV, and the conduction doublet has 96 per cent s weight with equal phase on equivalent atoms. Projecting \(\partial H/\partial\mathbf k\) onto this doublet gives \(\alpha=-0.0051\) eV angstrom. Diagonalizing the full matrix at \(k_\parallel=0.002\) inverse angstrom, in directions 0, 17 and 90 degrees from \(x\), gives \(\Delta E/2k_\parallel=0.0051\) eV angstrom each time. Doubling all spin-orbit strengths multiplies \(\alpha\) by 1.996, close to the factor two of the leading-order formula. The dependence on the polar coupling is less nearly linear: \(\alpha/F\) is \(-0.0044\) angstrom for weak coupling, \(-0.0051\) at \(F=1\) eV and \(-0.0037\) at \(F=-1\) eV, so a coupling of 1 eV lies about 16 per cent outside the leading-order regime.

Without the on-site polar coupling the linear term vanishes in this lattice model, although the lattice is still wurtzite. The four unit bond vectors \(\mathbf n_j\) around each atom satisfy \(\sum_j\mathbf n_j=0\). At \(\Gamma\), s orbitals of equal phase therefore have zero net coupling to p orbitals, and the conduction doublet is pure s. Its first-order change with \(\mathbf k\) contains only s-to-s hopping, which does not act on spin. The computed coefficient is zero to rounding, about \(10^{-14}\) eV angstrom. This is a property of ideal bonds and nearest-neighbour hopping, not a consequence of \(C_{6v}\).

The degeneracies can be tested by changing the symmetry:

- At 13 points from \(\Gamma\) to the zone boundary along c, the largest splitting within any of the 16 pairs is \(3\times10^{-14}\) eV, which is rounding error.
- Raising every \(p_x\) level by 0.5 eV destroys the sixfold rotation but keeps both mirrors. The pairs on the axis remain degenerate to the same accuracy.
- At \(\mathbf k=(0.11,0.07,0.19)\) inverse angstrom the largest pair splitting is 0.0147 eV. Giving all atoms the cation parameters and removing the polar coupling restores inversion, and the splitting falls to rounding error.

The last result follows because inversion leaves spin unchanged and requires \(\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k)\). Time reversal requires the opposite sign, so \(\boldsymbol\Omega=0\) everywhere.

**A heavily doped contact layer**

Now return to the parabolic model with rough values in the regime of n-type gallium nitride: \(m=0.2\), \(\alpha=0.005\) eV angstrom, and \(10^{19}\) electrons per cm³, or \(10^{-5}\) per cubic angstrom. This \(\alpha\) is an input; its closeness to the magnitude found in the lattice model is no evidence about gallium nitride.

Neglecting the small splitting when filling the Fermi sphere,

\[
k_F=(3\pi^2n)^{1/3}=0.0667\ \text{inverse angstrom},
\]

and the zero-temperature Fermi energy is 0.085 eV. For an electron at \(k_F\) moving in the plane,

\[
\Delta E=2(0.005)(0.0667)=6.7\times10^{-4}\ \text{eV},
\]

equivalent to 7.7 K. At the same \(k\), an electron moving along c has no splitting. Averaging over directions uses

\[
\langle\sin\theta\rangle=\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi}{4},
\]

which gives \(5.2\times10^{-4}\) eV. At 300 K, weighting states by \(-\partial f/\partial\varepsilon\), with \(f\) the Fermi function, gives \(5.4\times10^{-4}\) eV.

The effect on carrier statistics is far smaller, because one spin branch rises as the other falls. With \(\varepsilon=k^2/2m\), the density is

\[
n=\int\frac{d^3k}{(2\pi)^3}
\left[f(\varepsilon+\alpha k_\parallel)+f(\varepsilon-\alpha k_\parallel)\right].
\]

The first-order terms cancel. To second order, at fixed chemical potential \(\mu\),

\[
\delta n=\alpha^2\int\frac{d^3k}{(2\pi)^3}k_\parallel^2f''(\varepsilon).
\]

The angular average of \(k_\parallel^2\) is \(2k^2/3=4m\varepsilon/3\). Write the density of states per spin as \(C\sqrt\varepsilon\) and integrate once by parts; the boundary terms vanish:

\[
\delta n=\frac{4m\alpha^2C}{3}\int_0^\infty\varepsilon^{3/2}f''\,d\varepsilon
=2m\alpha^2C\int_0^\infty\sqrt\varepsilon\,(-f')\,d\varepsilon .
\]

Since the unsplit density is \(n_0=2C\int\sqrt\varepsilon f\,d\varepsilon\), this equals \(m\alpha^2\,dn_0/d\mu\). To keep the density fixed, the chemical potential must move by

\[
\delta\mu=-m\alpha^2 .
\]

In ordinary units this is \(-m\alpha^2/\hbar^2\), or \(-6.6\times10^{-7}\) eV here. Direct integration of the split Fermi functions at 300 K gives the same value. Against a thermal energy of 0.026 eV, it can be ignored when computing carrier density.

**How far the numbers carry over**

Of the corrections to the splitting estimated here, the cubic term is the largest. Take rough values \(\gamma=0.3\) eV angstrom³ and \(b=4\), and allow either relative sign of \(\gamma\) and \(\alpha\). In the plane \(\gamma k_F^2=0.0013\) eV angstrom, about 27 per cent of \(\alpha\), so the splitting lies at \(4.9\times10^{-4}\) or \(8.4\times10^{-4}\) eV. At 30 degrees from c the linear value \(3.3\times10^{-4}\) eV becomes \(5.8\times10^{-4}\) or \(0.9\times10^{-4}\) eV. The linear law is thus only a first estimate at this density, while the zero at 0 degrees is untouched.

The other two effects estimated here are smaller. The ratio of Fermi energy to a 3.4 eV gap, a measure of nonparabolicity, is 0.025. A 10 per cent mass anisotropy at fixed density changes the in-plane Fermi wavevector by 1.6 per cent.

Real layers also scatter electrons. For a rough mobility of 150 cm²/Vs, the broadening estimated from the transport time \(\tau=m\mu_e/e\), where \(\mu_e\) is the mobility, is

\[
\frac{\hbar}{\tau}=\frac{\hbar e}{m\mu_e}=0.039\ \text{eV}.
\]

This is 58 times the largest linear splitting. Under these conditions the two spin branches are not resolved as separate levels. Resolving them needs much weaker scattering.

Devices can also break the mirrors assumed here. A lateral field along \(x\) preserves \(M_y\) but breaks \(M_x\), and so permits a splitting linear in \(k_z\). In the lattice model a field of 1 MV/cm, with an assumed s–p dipole length of 1 angstrom, adds an s–\(p_x\) coupling of 0.01 eV. The coefficient from this on-site coupling alone is \(2.2\times10^{-5}\) eV angstrom. Scaling the one-site formula by the ratio of lateral to polar coupling would give \(5.1\times10^{-5}\), more than twice as much. The difference comes from higher orders in the 1 eV polar coupling. With the lateral coupling kept at one per cent of the polar one, the ratio of the lattice coefficient to the scaled one rises from 0.43 to 0.93 and 0.99 as the polar coupling is lowered to 0.1 and 0.01 eV.

The on-site coupling is not the whole effect of a uniform field \(\mathcal E\). The energy \(\mathcal E x\) also differs from atom to atom. Within the doublet \(x\) acts as \(i\partial/\partial k_x+A_x\), with \(A_x=i\langle u|\partial u/\partial k_x\rangle\), and \(A_x\) has a spin part linear in \(k_z\). In the lattice model this part gives \(1.1\times10^{-4}\) eV angstrom at 1 MV/cm, five times the on-site value. The total lies between \(0.9\times10^{-4}\) and \(1.4\times10^{-4}\) eV angstrom, depending on the sign of the assumed dipole.

At the Fermi wavevector of the contact layer the on-site coefficient alone gives \(2.9\times10^{-6}\) eV along c, about 0.4 per cent of the in-plane splitting. With both parts the value is \(1.2\times10^{-5}\) to \(1.8\times10^{-5}\) eV, or 2 to 3 per cent. These coefficients come from round model parameters, not from gallium nitride, so only the order of magnitude carries over. A highly conducting layer would not normally sustain so large a field, so the field chosen is deliberately large. Shear strain, which can also break a mirror, is not estimated here. The axial degeneracy is then no longer protected, but for these parameters its lifting is small.

## Computed results

```
Allowed spin terms, C6v, degree 0 to 3: [0, 1, 1, 2]
Linear terms allowed by C6 only: 3 ; by C2v: 2
Lowest odd degree with sigma_z: 7
Model lattice a, c: 3.20, 5.226 angstrom
Cation s, p, spin-orbit lambda: (1.0, 9.0, 0.02) eV
Anion s, p, spin-orbit lambda: (-12.0, 0.0, 0.01) eV
Hoppings ss, sp, pp-sigma, pp-pi: (-1.5, 2.5, 4.0, -1.0) eV
On-site polar s-pz coupling: 1.00 eV
Model gap at Gamma: 4.055 eV
In-phase s weight of conduction doublet: 0.964
Model alpha from projection: -0.005103 eV angstrom
Model |alpha| from splitting at 0, 17, 90 deg: 0.005103 0.005103 0.005103 eV angstrom
Splitting ratio when k doubles: 1.99971
Alpha ratio when spin-orbit doubles: 1.9958
Largest linear coefficient, no polar term: 6.1e-15 eV angstrom
Largest pair splitting on c axis: 3.2e-14 eV
Same, px level shifted by 0.5 eV (C2v): 2.7e-14 eV
General-k pair splitting, wurtzite: 1.47e-02 eV
General-k pair splitting, inversion restored: 1.6e-14 eV
Lateral field 1.0 MV/cm, dipole 1.0 angstrom:
  c-axis linear coefficient: 2.21e-05 eV angstrom
Device mass: 0.2 m_e; alpha: 0.005 eV angstrom
Density: 1.0e+19 cm^-3; temperature: 300 K
Fermi wavevector: 0.06665 1/angstrom
Zero-temperature Fermi energy: 0.0846 eV
Chemical potential at 300 K: 0.0771 eV
In-plane splitting at Fermi wavevector: 6.665e-04 eV
  as a temperature: 7.73 K
Fermi-sphere mean splitting, 0 K: 5.235e-04 eV
Thermal mean splitting, 300 K: 5.359e-04 eV
Chemical-potential shift, quadrature: -6.5617e-07 eV
Chemical-potential shift, formula: -6.5617e-07 eV
Cubic gamma: 0.3 eV angstrom^3; b: 4.0
Angle from c (deg): splitting linear, +cubic, -cubic (eV)
   0: 0.000e+00 0.000e+00 0.000e+00
  30: 3.333e-04 5.775e-04 8.898e-05
  60: 5.772e-04 6.157e-04 5.388e-04
  90: 6.665e-04 4.889e-04 8.442e-04
Thermal energy: 0.02585 eV; over splitting: 38.8
Mobility: 150 cm2/Vs; hbar/tau: 0.0386 eV
hbar/tau over splitting: 57.9
Gap: 3.4 eV; nonparabolicity E_F/gap: 0.0249
Mass ratio 1.1: in-plane k_F changes by 1.60 %
Lateral-field c-axis splitting at k_F: 2.94e-06 eV
```
